The vacancy zero mode in graphene: is it a bound state?

**Problem.** In nearest-neighbour graphene the electron hops between adjacent A and B sites with amplitude −t, and all site energies are zero. One A site is removed from an infinite sheet; nothing else changes. Find the zero-energy solution that tends to zero far from the vacancy. On which sublattice does it live, how does it decay, and is it a bound state?

**A tempting solution**

Take a periodic sheet of L × L cells. Removing one A site leaves L² − 1 A sites and L² B sites. At zero energy, the Schrödinger equation on each A site requires the amplitudes on its three B neighbours to add up to zero. That is L² − 1 linear equations for L² unknowns, so a nonzero solution exists. It lives on B and has energy zero.

On a finite sheet this solution can be normalised. This holds for every L, so let L → ∞: the vacancy binds one electron state at zero energy, on the B sublattice.

**Where it fails**

The counting is right, but the last step is not. Scale the mode so that the three amplitudes next to the vacancy add up to 1, and let S be the sum of its squared amplitudes. The normalised mode is the scaled one divided by √S. If S grows without limit as the sheet grows, the normalised amplitude on each fixed site tends to zero, and no bound state is left in the limit. Counting cannot decide this, because it says nothing about decay.

Counting also gives "at least one" mode, not "one". On a 12 × 12 periodic sheet with a vacancy there are two zero modes on B and one on A; on a 20 × 20 sheet there is one on B and none on A. The infinite sheet must be treated directly.

**The equations**

Let a be the lattice constant, with

a₁ = a(1/2, √3/2),  a₂ = a(−1/2, √3/2).

Site A(n,m) is at na₁ + ma₂, and B(n,m) lies a/√3 above it. The vacancy is A(0,0). The B neighbours of A(n,m) are B(n,m), B(n−1,m) and B(n,m−1). At zero energy the B amplitudes b therefore obey

b(n,m) + b(n−1,m) + b(n,m−1) = c δₙ₀δₘ₀.  (1)

The constant c is free because the missing site imposes no equation. The A amplitudes α obey, at every B site,

α(n,m) + α(n+1,m) + α(n,m+1) = 0, with α(0,0) = 0.  (2)

**Uniqueness**

Suppose u solves (1) with c = 0. Define the shifts (Xu)(n,m) = u(n−1,m) and (Yu)(n,m) = u(n,m−1), so that (1 + X + Y)u = 0. The shifts commute, and

1 + X³ + Y³ − 3XY = (1 + X² + Y² − X − Y − XY)(1 + X + Y).

Applied to u, the right side vanishes. Hence

u(n−1,m−1) = [u(n,m) + u(n−3,m) + u(n,m−3)]/3.

Each value is the average of three others. If u tends to zero at infinity but is not zero everywhere, |u| reaches a largest value M > 0 at some site. An average of three numbers of modulus at most M can have modulus M only if all three do. One of them lies one step further along (1,1). Repeating the argument carries the modulus M out to infinity, a contradiction. So u = 0.

Equation (2) is the same with the shifts inverted, so a decaying α is zero: **the decaying solution lives entirely on B**. Two decaying solutions of (1) with the same c differ by a decaying u, so b is unique up to the factor c.

The condition of decay is needed. The wave α = sin χ, with χ = 2π(n−m)/3, vanishes at the vacancy and satisfies (2), because

sin χ + sin(χ + 2π/3) + sin(χ − 2π/3) = sin χ (1 + 2cos(2π/3)) = 0.

It is a zero-energy state on A, but an extended one.

**Existence and an explicit integral**

Solving (1) by Fourier series gives

b(n,m) = c ∫∫ dθ₁dθ₂/(4π²) · e^{i(nθ₁+mθ₂)} / (1 + e^{−iθ₁} + e^{−iθ₂}),

with both angles running from −π to π. The denominator vanishes where three unit vectors close a triangle, at θ₁ = −θ₂ = ±2π/3. It vanishes linearly in the distance q from these points, and ∫ q dq/q converges. The integrand is thus absolutely integrable, so its Fourier coefficients b tend to zero at infinity, as required.

For m ≥ 0 set w = e^{iθ₂}, θ = θ₁ and g = 1 + e^{−iθ} = 2cos(θ/2) e^{−iθ/2}. The θ₂ integral becomes a contour integral round the unit circle:

∮ dw/(2πi) · wᵐ/(1 + gw).

The pole w = −1/g lies inside if |g| > 1, that is |θ| < 2π/3, and then contributes (−1)ᵐ g^{−m−1}. With M = m + 1 and N = n + M/2,

b = (−1)ᵐ (c/π) ∫₀^{2π/3} dθ cos(Nθ) [2cos(θ/2)]^{−M}.  (3)

For n = m = 0 the integrand is 1/2, so b = c/3, the equal share expected for each neighbour of the vacancy.

**The decay**

Measure r from the vacancy, with polar angle φ. Since (a₁ + a₂)/3 = (0, a/√3), site B(n,m) is at

r = νa₁ + μa₂,  ν = n + 1/3,  μ = m + 1/3.

Let α now denote the angle of r from a₁, α = φ − π/3. Consider the 120° sector 30° ≤ α ≤ 150°, in which M grows in proportion to r. There the factor [2cos(θ/2)]^{−M} in (3) is largest at the endpoint θ = 2π/3 and falls off rapidly away from it, so the neighbourhood of that endpoint dominates. Put θ = 2π/3 − ε and Λ = ln[2cos(θ/2)]. Then

Λ = (√3/2)ε − ε²/2 + O(ε³).

Because Λ is concave in ε, it lies above its chord, Λ ≥ κε with κ = 3 ln 2/(2π). Keeping only the linear term changes the integrand by at most a constant times Mε²e^{−κMε}, whose integral is O(1/M²). Extending the range to infinity costs an exponentially small amount. So

b = (−1)ᵐ (c/π) Re[e^{2πiN/3} / (√3M/2 + iN)] + O(1/r²).

Here N = ν + μ/2 and √3M/2 = √3μ/2 + 1/√3. Dropping the 1/√3 costs only O(1/r²) and leaves the denominator

T = √3μ/2 + i(ν + μ/2).

The components of r along and perpendicular to a₁ are a(ν + μ/2) = r cos α and a√3μ/2 = r sin α, so

T = (r/a)(sin α + i cos α) = i(r/a)e^{−iα},  1/T = −i(a/r)e^{i(φ−π/3)}.

The prefactor has phase πm + 2πN/3 = π/3 + 2πn/3 + 4πm/3, which equals π/3 + 2π(n−m)/3 up to a multiple of 2π. With K = (4π/(3a), 0) and r_x = (n−m)a/2, this is π/3 + K·r. The two π/3 cancel, and Re[−ie^{ix}] = sin x gives

b(r) = (ca/(πr)) sin(K·r + φ) + O(a²/r²).  (4)

A 120° rotation about the vacancy preserves (1), so by uniqueness it leaves b unchanged. It raises φ by 2π/3 and changes K·r by −2πn − 2π/3, so it leaves (4) unchanged too. Three rotated sectors cover the plane, and (4) holds in every direction.

The next term comes from the −ε²/2 in Λ and the dropped 1/√3. Together they replace 1/T by

1/T − 1/(√3T²) + μ/T³ = 1/T + T*/(√3T³),

because μ = (T + T*)/√3. Since T*/T³ = (a/r)²e^{4iα}, and π/3 + 4α = 4φ − π, the correction to b is

−(ca²/(√3πr²)) cos(K·r + 4φ).

**The norm**

Set c = 1 and let S(R) be the sum of b² over r < R. The phase K·r takes three values, 2πj/3, on equally many sites, and the mean of sin²(φ + 2πj/3) over j = 0, 1, 2 is 1/2. There are 2/(√3a²) B sites per unit area. At large R,

S(R) ≈ ∫ᴿ 2πr dr · 2/(√3a²) · a²/(2π²r²) = (2/(√3π)) ln(R/a) + constant.  (5)

Corrections to b² fall as 1/r³, so they add only to the constant. The sum diverges. Any square-summable zero-energy solution must tend to zero, so it would be a multiple of b, which is not square-summable. **There is no bound state at zero energy**, although a decaying solution exists.

**Back to finite sheets**

On a periodic sheet, multiply (1) by e^{−iχ} and sum over all cells. If L is a multiple of 3 this wave fits the sheet; the left side cancels and c = 0. Both B modes of the 12 × 12 sheet are therefore extended waves of the intact lattice. The mode with c ≠ 0 needs an L that is not a multiple of 3, such as 20.

**Numbers**

Take a = 0.246 nm as the input for this example; the lattice constant of graphene is about 0.25 nm. Straight above the vacancy, on sites with n = m, φ = 90° and K·r is zero, so (4) reduces to a/(πr). At r = 8.664 nm this is 0.246/(π × 8.664) = 0.00904. The integral gives 0.00890, and the two-term law 0.00889.

The sum S is 1.776 for R = 10 nm and 2.285 for R = 40 nm. The increase, 0.509, agrees with 0.3676 × ln 4 = 0.510 from (5). The three sites nearest the vacancy carry 1/(3S) of the weight inside the disc: 19% at 10 nm and 15% at 40 nm. Extrapolated with (5) to R = 1 cm, S is 6.85 and the share is still 4.9%. The divergence is so slow that, in this model, the three nearest sites still hold about a twentieth of the weight inside a disc of that size.

**Real graphene**

Consider a periodic sheet of side 10.1 nm with one vacancy and t = 2.7 eV, a rough typical value. Here S = 1.580, and the next level is 235 meV from the mode. Hopping −t′ between second neighbours joins sites of the same sublattice. With it, the equations for the A and B amplitudes no longer separate at zero energy. If Σ₂ sums over the six second neighbours, then 3 + Σ₂ is the three-neighbour sum applied twice, so its expectation value in the unnormalised b is c² = 1. The Dirac point has Σ₂ = −3. Relative to it, the mode moves to first order by −t′/S. For t′ = 0.1 eV this is −0.1/1.580 eV = −63 meV; diagonalization gives −62 meV. That value only illustrates the formula. In carbon π systems the π* band is wider than the π band, which in this convention means t′ < 0, with a size of about 0.2 eV. The mode then moves up: for t′ = −0.2 eV by 127 meV to first order and by 116 meV in full.

A real vacancy may also pull two of its neighbours together. An extra hop of −0.5 eV between them, a rough size, gives −2 × 0.5 × (1/9)/1.580 eV = −70 meV to first order and −68 meV in full. On-site repulsion U of about 4 eV splits the two spins by UΣψ⁴, roughly 0.1 eV, to first order, where ψ is the normalised mode. This leaves out the spin polarisation that the mode induces in the other electrons; self-consistent mean field on the same sheet roughly doubles the splitting, to about 0.19 eV. The thermal energy at 300 K is 26 meV. Taken one at a time, each of these estimates is below the 235 meV gap, so in this sheet the mode should remain recognisable, though no longer at zero energy. Acting together, the two hopping terms add or cancel according to the sign of t′. The squared overlap with the original mode is 0.97 for the extra hop alone. Adding t′ = 0.1 eV lowers it to 0.87, while adding t′ = −0.2 eV gives 0.98 and a net shift of +56 meV. In larger sheets the gap shrinks as 1/L and −t′/S only as 1/ln L, so the first-order estimate eventually fails and the mode mixes with its neighbours in energy. The dangling σ bonds and out-of-plane relaxation are left out, and their effect is not estimated here. Further values are in the numerical output.

Values computed for the example and the checks

```
lattice constant a = 0.246 nm, hopping t = 2.7 eV (rough inputs)
amplitude on each site next to the vacancy = 0.333333
largest residual of lattice equation = 5.3e-15
integral versus momentum sum, largest difference = 1.2e-07
torus 12 x 12 cells: zero modes on A = 1, on B = 2
torus 20 x 20 cells: zero modes on A = 0, on B = 1
torus 20 x 20: A weight of zero mode = 1.3e-30
torus 20 x 20: largest near-site difference from infinite mode = 2.9e-03
along +y (cells n = m): r in nm, amplitude, leading law, two-term law
  n = 1: 0.568 nm, 0.115338, 0.137832, 0.103374
  n = 5: 2.272 nm, 0.032609, 0.034458, 0.032304
  n = 20: 8.664 nm, 0.008897, 0.009038, 0.008890
  n = 80: 34.229 nm, 0.002278, 0.002288, 0.002278
ring r = 20 a: max (r/a)^2 |error, 1 term| = 0.2029
ring r = 20 a: max (r/a)^3 |error, 2 terms| = 0.3864
ring r = 160 a: max (r/a)^2 |error, 1 term| = 0.1857
ring r = 160 a: max (r/a)^3 |error, 2 terms| = 0.3243
predicted (r/a)^2 error coefficient 1/(sqrt(3) pi) = 0.1838
disc R = 2.5 nm: norm sum S = 1.2673, share on 3 nearest sites = 0.2630
disc R = 10.0 nm: norm sum S = 1.7760, share on 3 nearest sites = 0.1877
disc R = 40.0 nm: norm sum S = 2.2854, share on 3 nearest sites = 0.1459
mesh test, S(40 nm) with 2048 minus 1024 points per side = 6.8e-06
slope of S against ln R, 10 to 40 nm = 0.3675
predicted slope 2/(sqrt(3) pi) = 0.3676
constant in S = slope ln(R/a) + constant: 0.4141
extrapolated to R = 1 um: S = 3.469, share on 3 nearest = 0.0961
extrapolated to R = 1 cm: S = 6.854, share on 3 nearest = 0.0486
periodic sheet: 41 x 41 cells, side = 10.09 nm
periodic sheet: norm sum S = 1.5803, share on 3 nearest = 0.2109
periodic sheet: gap from zero mode to next level = 235.3 meV
inputs: second-neighbour hopping 0.1 eV, rebonding hop 0.5 eV, repulsion U 4.0 eV
second-neighbour hopping: first-order shift = -63.3 meV
second-neighbour hopping: full shift = -62.0 meV, overlap = 0.975
rebonding: first-order shift = -70.3 meV
rebonding: full shift = -68.1 meV, overlap = 0.966
on-site repulsion: mean-field spin splitting = 95.9 meV
thermal energy at 300 K = 25.9 meV
```
